# Why the B2u Band of Benzene Has No Origin Line

## Result

The lowest singlet excitation of benzene, from the A\(_{1g}\) ground state to B\(_{2u}\), has no electric-dipole moment at the hexagonal geometry. Vibrations of e\(_{2g}\) symmetry give it one, chiefly by mixing B\(_{2u}\) with the dipole-allowed E\(_{1u}\) state. The moment is then proportional to a vibrational coordinate, so light must change the vibrational state as well as the electronic one. The origin line, which joins the two vibrational ground levels, is missing, and for molecules in the vibrational ground level the band, to first order in the vibrational coordinates, starts one quantum of the lowest e\(_{2g}\) mode above it.

**Conventions.** Let \(g\) and \(e\) be the real electronic functions of the A\(_{1g}\) and B\(_{2u}\) states, and let \(\mathbf d(Q)=\langle e(Q)|\sum_i\mathbf r_i|g(Q)\rangle\). The dipole moment is \(-e_0\mathbf d\), with \(e_0\) the elementary charge. The \(Q_k\) are mass-weighted normal coordinates, zero at the hexagonal geometry. The \(C_2'\) axes pass through atoms, which makes B\(_{2u}\) odd under vertical planes through atoms.

**Assumptions.**

1. The molecule is isolated, has D\(_{6h}\) equilibrium geometry in both states, and starts in its vibrational ground level.
2. The Born-Oppenheimer approximation holds and \(\mathbf d(Q)\) is kept to first order in \(Q\).
3. Vibrations are harmonic. One e\(_{2g}\) pair changes its frequency from \(\omega\) to \(\omega'\). One totally symmetric mode, of frequency \(\Omega\), is displaced. Other modes are unchanged.

**Theorem.** Under assumptions 1 and 2, \(\mathbf d(0)=0\) and \(\mathbf d'_k=\partial\mathbf d/\partial Q_k\) can differ from zero only for e\(_{2g}\) modes. With assumption 3 the origin has zero strength, and the lines with one quantum of the pair and \(n\) quanta of the symmetric mode have oscillator strengths

\[
f_n=\frac{2mE_n}{3\hbar^2}\left(|\mathbf d'_1|^2+|\mathbf d'_2|^2\right)\frac{\hbar}{2\omega}\,\Phi\,e^{-S}\frac{S^n}{n!},\qquad
\Phi=\left(\frac{2\sqrt{\omega\omega'}}{\omega+\omega'}\right)^4 .\tag{1}
\]

Here \(m\) is the electron mass, \(E_n=E_{00}+\hbar\omega'+n\hbar\Omega\), \(E_{00}\) is the energy of the missing origin, and \(S\) is defined in Lemma 4.

## Lemma 1: which vibrations can act

**Statement.** \(\mathbf d(0)=0\), and its linear part comes from e\(_{2g}\) modes alone.

**Proof.** Apply a symmetry operation \(R\) to electrons and nuclei together. The ground function is unchanged, the excited one gains its character \(\chi(R)=\pm1\), and the vector turns with \(R\):

\[
\mathbf d(RQ)=\chi(R)\,R\,\mathbf d(Q).\tag{2}
\]

For the sixfold rotation \(\chi(C_6)=-1\). At \(Q=0\), Eq. (2) reads \(\mathbf d=-C_6\mathbf d\). The component along the axis equals its own negative. In the plane, a turn by 60° reverses no nonzero vector. Hence \(\mathbf d(0)=0\).

The linear part of Eq. (2) links a vibration only to a symmetry species contained in B\(_{2u}\) times that of a vector, A\(_{2u}\)+E\(_{1u}\). The characters under \((C_6,C_2',i)\) are \((-1,-1,-1)\) for B\(_{2u}\) and \((1,-1,-1)\) for A\(_{2u}\). Their product \((-1,1,1)\) is B\(_{1g}\). For E\(_{1u}\) the characters under \((C_6,C_3,C_2,C_2',i)\) are \((1,-1,-2,0,-2)\). Multiplication by those of B\(_{2u}\), \((-1,1,-1,-1,-1)\), gives \((-1,-1,2,0,2)\), which is E\(_{2g}\). So

\[
\mathrm{B}_{2u}\otimes(\mathrm{A}_{2u}+\mathrm{E}_{1u})=\mathrm{B}_{1g}+\mathrm{E}_{2g}.\tag{3}
\]

Benzene has no b\(_{1g}\) vibration. Such a motion would have \(C_2=-1\) and \(i=+1\), hence \(\sigma_h=iC_2=-1\), so its atoms would move out of the plane. With \(C_6=-1\) the displacements must alternate around the ring, which leaves one pattern for carbon and one for hydrogen. A half-turn about an axis through an atom leaves that atom in place and reverses its vertical displacement. Both patterns therefore have \(C_2'=-1\) and are b\(_{2g}\). Only e\(_{2g}\) remains. ∎

## Lemma 2: where the moment comes from

**Statement.** Let \(H'_k=\partial H/\partial Q_k\) at \(Q=0\). For an e\(_{2g}\) mode,

\[
\mathbf d'_k=\sum_{n\in\mathrm E_{1u}}\frac{\langle e|H'_k|n\rangle\langle n|\mathbf r|g\rangle}{E_e-E_n}
+\sum_{n\in\mathrm E_{2g}}\frac{\langle e|\mathbf r|n\rangle\langle n|H'_k|g\rangle}{E_g-E_n},\tag{4}
\]

where \(\mathbf r\) stands for \(\sum_i\mathbf r_i\).

**Proof.** Write \(|e(Q)\rangle=|e\rangle+Q_k|e^{(1)}\rangle+\dots\) and collect the terms linear in \(Q_k\) in the Schrödinger equation:

\[
(H_0-E_e)|e^{(1)}\rangle+(H'_k-E'_e)|e\rangle=0 .
\]

Projection on \(\langle n|\), \(n\ne e\), removes \(E'_e\) by orthogonality and gives \((E_n-E_e)\langle n|e^{(1)}\rangle=-\langle n|H'_k|e\rangle\), so

\[
\langle n|e^{(1)}\rangle=\frac{\langle n|H'_k|e\rangle}{E_e-E_n}.
\]

The ground state follows with \(e\) replaced by \(g\). Insert both into \(\langle e^{(1)}|\mathbf r|g\rangle+\langle e|\mathbf r|g^{(1)}\rangle\). The electron positions do not depend on \(Q\), so there is no third term. In the first sum \(H'_k\) connects B\(_{2u}\) to B\(_{2u}\otimes\)E\(_{2g}\)=E\(_{1u}\). In the second it connects A\(_{1g}\) to E\(_{2g}\). ∎

The first sum is the borrowing from E\(_{1u}\) states. The second is a change of the ground state. It obeys the same selection rule and may add to the first or oppose it. If the basis orbitals move with the atoms, as in the example below, the position operator in that basis depends on \(Q\), and a term \(\langle e|\partial\mathbf r/\partial Q_k|g\rangle\) is added.

## Lemma 3: the vibrational factor

**Statement.** For one component of the e\(_{2g}\) pair, \(\langle0'|Q|0\rangle=0\). Summed over both components, the one-quantum levels carry the fraction \(\Phi\) of the total strength.

**Proof.** A linear term in the energy of a nondegenerate state would have to be totally symmetric, which an e\(_{2g}\) coordinate is not. Both potentials are therefore centred at \(Q=0\). With \(a=\omega/\hbar\) and \(a'=\omega'/\hbar\), the lowest functions are

\[
\chi_0=(a/\pi)^{1/4}e^{-aQ^2/2},\qquad \chi'_0=(a'/\pi)^{1/4}e^{-a'Q^2/2}.
\]

Both are even, so the integral with \(Q\) vanishes. Mixing among several e\(_{2g}\) modes leaves the harmonic functions even under reversal of all these coordinates, and the result stands.

The overlap is

\[
s=\langle0'|0\rangle=\left(\frac{aa'}{\pi^2}\right)^{1/4}\sqrt{\frac{2\pi}{a+a'}},\qquad s^2=\frac{2\sqrt{aa'}}{a+a'} .
\]

The first excited function is \(\chi'_1=\sqrt{2a'}\,Q\chi'_0\). The product \(\chi'_0\chi_0\) is a Gaussian of area \(s\) and mean square \(1/(a+a')\), so

\[
\langle1'|Q|0\rangle=\sqrt{2a'}\int Q^2\chi'_0\chi_0\,dQ=\frac{\sqrt{2a'}\,s}{a+a'} .
\]

By closure the strengths to all upper levels add up to \(\langle0|Q^2|0\rangle=1/(2a)=\hbar/2\omega\). The fraction in the one-quantum level is

\[
2a\,\frac{2a's^2}{(a+a')^2}=\frac{4aa'}{(a+a')^2}\,s^2=s^6 .
\]

The other component stays in its lowest level, with probability \(s^2\). The product is \(s^8=\Phi\). The term with \(Q_2\) cannot reach the level with one quantum in \(Q_1\), because \(\langle1'|0\rangle=0\). The strengths of the two components therefore add without interference. ∎

For \(\omega'=\omega\), \(\Phi=1\) and all the strength lies in one-quantum levels. Otherwise the remainder goes to levels with a larger odd total number of quanta.

## Lemma 4: the symmetric progression

**Statement.** If the excitation energy contains a term \(GQ\) in the totally symmetric coordinate, the level with \(n\) quanta has weight \(e^{-S}S^n/n!\), with \(S=G^2/(2\hbar\Omega^3)\).

**Proof.** The upper potential \(\tfrac12\Omega^2Q^2+GQ\) has its minimum at \(Q_0=-G/\Omega^2\), lower by \(G^2/2\Omega^2=S\hbar\Omega\). The lowering operator is \(b=\sqrt{\Omega/2\hbar}\,(Q+iP/\Omega)\). For the upper state \(Q\) becomes \(Q-Q_0\), so \(b'=b+\gamma\) with \(\gamma=-\sqrt{\Omega/2\hbar}\,Q_0\) and \(\gamma^2=S\). Since \(b|0\rangle=0\), \(b'|0\rangle=\gamma|0\rangle\). Projection on \(\langle n'|\) gives

\[
\sqrt{n+1}\,\langle(n+1)'|0\rangle=\gamma\langle n'|0\rangle
\quad\Rightarrow\quad
\langle n'|0\rangle=\frac{\gamma^n}{\sqrt{n!}}\langle0'|0\rangle .
\]

The squares sum to one, so \(\langle0'|0\rangle^2=e^{-S}\). ∎

## Proof of the theorem

Lemma 1 gives the electronic part. The amplitude of a line is \(\sum_k\mathbf d'_k\langle v'|Q_k|0\rangle\). For the origin each term contains \(\langle0'|Q_k|0\rangle=0\). For a one-quantum line the e\(_{2g}\) factor comes from Lemma 3. The symmetric mode contributes an ordinary overlap, because the linear moment does not contain its coordinate, and Lemma 4 gives its square. Multiplication by \(2mE_n/3\hbar^2\), the factor that turns \(|\mathbf d|^2\) into an oscillator strength averaged over orientations, yields Eq. (1). ∎

## Remark 1: beyond first order

The absence of the origin does not rest on the linear expansion. Let \(|I\rangle\) be the A\(_{1g}\) vibronic ground level and \(|F\rangle\) the B\(_{2u}\) level that forms the origin. Symmetry of the complete electronic and vibrational Hamiltonian gives

\[
\langle F|\mathbf r|I\rangle=\chi(R)R\langle F|\mathbf r|I\rangle ,
\]

the same condition that made \(\mathbf d(0)\) vanish. Higher powers of \(Q\), anharmonicity and failure of the Born-Oppenheimer approximation cannot light the line while the isolated molecule keeps its symmetry.

They can add weak lines to overtone and combination levels that contain E\(_{2g}\) or B\(_{1g}\), such as two quanta of an e\(_{2u}\) mode, and they change the strength of the allowed lines. Let \(\Delta\) be the E\(_{1u}\)-B\(_{2u}\) gap. The upper level with one quantum mixes with E\(_{1u}\) without a quantum, so the energy denominator is \(\Delta-\hbar\omega\), where Eq. (4) has \(\Delta\). For weak coupling, equal frequencies and this channel alone, the intensity is multiplied by

\[
\left(\frac{\Delta}{\Delta-\hbar\omega}\right)^2 .\tag{5}
\]

## Worked example: six pi electrons

The pi electrons are treated by full configuration interaction in a Pariser-Parr-Pople model, one orbital per carbon. Hopping between first and second neighbours at distance \(R\) is \(t(R)=t_0e^{-(R-R_0)/\lambda}\), with \(t_0=-2.40\) eV, \(R_0=1.40\) Å and \(\lambda=0.50\) Å. Second neighbours are \(\sqrt3R_0\) apart, and their hopping is \(-0.309\) eV. The on-site repulsion is \(U=11.0\) eV. Between sites it is \(U/\sqrt{1+(UR/k)^2}\), where \(k=e_0^2/4\pi\varepsilon_0\). These are round model parameters. Third-neighbour hopping, \(-0.146\) eV by the same law, is dropped. Including it would lower the vertical B\(_{2u}\) energy found below from 4.27 to 4.01 eV and the total borrowed strength from \(1.85\) to \(1.72\times10^{-4}\).

Each CH unit moves as one mass of 13 amu. The in-plane e\(_{2g}\) motions of six such units form two pairs. One bends the ring without changing bond lengths to first order, and the orthogonal one stretches bonds. The bend has 600 cm\(^{-1}\) in the ground state and 520 cm\(^{-1}\) in the excited state. The stretch has 1600 cm\(^{-1}\) and the breathing mode 950 cm\(^{-1}\) in both. These values are roughly those of benzene. Treating the two patterns as normal modes is a further assumption. A bond-and-angle force field fitted to 600 and 1600 cm\(^{-1}\) mixes them with amplitude 0.14, which changes the strengths found below from \(1.65\) and \(0.20\times10^{-4}\) to \(1.88\) and \(0.11\times10^{-4}\).

**Borrowed strength.** The vertical B\(_{2u}\) energy is 4.274 eV, and the bright E\(_{1u}\) pair lies at 6.925 eV with a total oscillator strength of 1.56. At the hexagonal geometry the B\(_{2u}\) moment is \(5\times10^{-16}\) \(e_0\)Å, zero within rounding. Each bend component has \(|\mathbf d'|=0.0885\) amu\(^{-1/2}\), and its zero-point root-mean-square coordinate is 0.1676 Å amu\(^{1/2}\). With \(\hbar^2/2m=3.81\) eV Å\(^2\),

\[
f_{\rm bend}=\frac{4.274}{3\times3.81}\times2(0.0885)^2(0.1676)^2=1.65\times10^{-4}.
\]

The stretch pair has a smaller slope, 0.0507 amu\(^{-1/2}\), and a smaller zero-point motion, and adds \(0.20\times10^{-4}\). The total is \(1.85\times10^{-4}\). These totals use the vertical energy.

**Source of the strength.** At the root-mean-square bend coordinate the B\(_{2u}\)-E\(_{1u}\) coupling is 39.5 meV. Divided by the gap of 2.650 eV, it gives a mixing amplitude of 0.0149. Each of the two bend components borrows from half the E\(_{1u}\) strength, rescaled to the lower transition energy:

\[
2\,(0.0149)^2\times\frac{1.56}{2}\times\frac{4.274}{6.925}=2.1\times10^{-4}.
\]

This exceeds \(f_{\rm bend}\) because other channels oppose it. As signed shares of the bend slope, the bright E\(_{1u}\) pair supplies 114%, all E\(_{1u}\) states together 113%, and E\(_{2g}\) mixing into the ground state \(-13\)%. The moving-orbital term vanishes by construction: the model dipole is diagonal in the sites, and the B\(_{2u}\) transition density is zero on every site because the state is odd under planes through atoms. With overlapping atomic orbitals the term need not vanish; in a minimal-basis ab initio treatment of the six pi electrons its share is about \(-5.5\)%, and with a 6-31G basis and six valence pi orbitals about \(-2.3\)%, so the share is small but not converged with the basis. Dividing \(2.1\times10^{-4}\) by \(1.14^2\) returns \(1.6\times10^{-4}\). In this model the E\(_{1u}\) state is thus the main lender, but not the sole source.

**Line positions.** The excitation energy falls by 11.3 eV per Å of ring radius. Six units move together, so \(Q=\sqrt{6\times13}\) times the radial displacement, and \(|G|=11.3/8.83=1.28\) eV Å\(^{-1}\) amu\(^{-1/2}\). Since \(\hbar/2\Omega=(0.1676)^2\times600/950=0.01774\) Å\(^2\) amu and \(\hbar\Omega=0.1178\) eV,

\[
S=\frac{G^2(\hbar/2\Omega)}{(\hbar\Omega)^2}=\frac{1.28^2\times0.01774}{0.1178^2}\approx2.1 .
\]

The dark origin lies below the vertical energy by \(S\hbar\Omega=0.247\) eV and by the loss of zero-point energy of the two bend components, \(2\times\tfrac12\times80\) cm\(^{-1}=0.010\) eV:

\[
E_{00}=4.274-0.247-0.010=4.017\ \text{eV}\quad(308.6\ \text{nm}).
\]

The first bend line is 520 cm\(^{-1}\) higher, at 4.082 eV (303.8 nm). Its strength is \(1.9\times10^{-5}\), and the next three members have \(4.1\), \(4.4\) and \(3.2\times10^{-5}\). The maximum at \(n=2\) follows from the ratio of successive Poisson weights, \(S/n\), which is above one for \(n=2\) and below one for \(n=3\). This position depends on the round parameters and is not a prediction for benzene: \(S\) is 1.5 for \(\lambda=0.60\) Å, 3.2 for \(\lambda=0.40\) Å and 1.7 with third-neighbour hopping, which moves the maximum to \(n=1\), 3 and 1. The frequency change costs these lines little: \(\Phi=0.990\).

## Remark 2: why the borrowing is weak here

Replace each electron operator \(a_{i\sigma}\) by \((-1)^ia^\dagger_{i\sigma}\). Nearest-neighbour hopping is unchanged: one minus sign comes from the sites and one from reordering the operators. The net charge \(n_i-1\) changes sign, so charge-charge repulsion is unchanged with six electrons on six sites, while the dipole operator is reversed. If hopping is limited to nearest neighbours, nondegenerate states are even or odd under this pairing operation, and two states of equal parity have no transition moment, even in a distorted ring.

That the B\(_{2u}\) state shares the parity of the ground state was tested numerically. With second-neighbour hopping removed, displacement along one bend and one stretch component gave slopes below \(10^{-7}\) amu\(^{-1/2}\). Second-neighbour hopping connects sites of equal sign, is reversed by the operation, and opens the borrowing. The strength therefore depends on a poorly known parameter. What matters most is the slope of this hopping with distance, \(|t|/\lambda\) at \(R=\sqrt3R_0\), because it is the part of \(H'_k\) that the pairing operation reverses. Setting the hopping to zero while keeping its slope leaves a total of \(1.74\times10^{-4}\), and keeping the hopping while removing its slope leaves \(5\times10^{-7}\). The slope is 0.618 eV Å\(^{-1}\) for \(\lambda=0.50\) Å and 0.463 eV Å\(^{-1}\) for \(\lambda=0.40\) Å, a squared ratio of 0.56. With \(\lambda=0.40\) Å and the other inputs held fixed, the total falls by nearly that factor, from \(1.85\) to \(1.03\times10^{-4}\).

## Remark 3: size of the neglected effects

- **Vibrational energy in the denominator.** Equation (5) gives \((2.650/2.5756)^2=1.059\). Diagonalization of B\(_{2u}\), the bright E\(_{1u}\) pair and the bend pair, with up to nine quanta, gives 1.056 at the full coupling. Both numbers refer to the bright E\(_{1u}\) channel alone. With all channels of Eq. (4), each with its own denominator, the weak-coupling factor is 1.069. The origin-to-line intensity ratio is \(3\times10^{-20}\), zero within rounding.
- **Nonlinear moment.** Averaging \(|\mathbf d(Q)|^2\) over the zero-point motion of one bend component changes its strength by less than 0.1%. The product of the bend and breathing coordinates matters far more, because the ring radius grows by 0.044 Å in the upper state and the bend slope there is 0.83 of its value at the ground geometry. With this term the first four bend lines have \(1.6\), \(3.7\), \(4.4\) and \(3.4\times10^{-5}\) in place of \(1.9\), \(4.1\), \(4.4\) and \(3.2\times10^{-5}\), so the first line loses 16%.
- **Temperature.** For equal frequencies, a mode with mean occupation \(\bar n\) absorbs with weight \(\bar n+1\) upward and \(\bar n\) downward. The ratio is \(e^{-\hbar\omega/k_BT}=0.056\) at 300 K, which gives a weak hot line below the missing origin. With 600 and 520 cm\(^{-1}\) the ratio of this line to the first cold line gains the factor \(\omega/\omega'\) and is 0.065. The total bend strength is multiplied by \(2\bar n+1=1.12\).

## Remark 4: benzene and resist rings

Real benzene has this band near 260 nm with an oscillator strength of roughly \(10^{-3}\). The model band lies several tenths of an eV too low, and its strength is several times too small. Sigma electrons and separate hydrogen motion are left out, and the second-neighbour hopping is uncertain. The model should therefore not be used to predict absorption at 248 nm (4.999 eV).

The phenol-type rings of 248 nm resists also break the symmetry assumption, since their substituents make the ring carbons unequal. As the simplest case, represent a single substituent by an energy shift of one site, with geometry and other parameters fixed. The static oscillator strength is then \(6.8\times10^{-5}\) for 0.1 eV and \(6.8\times10^{-3}\) for 1.0 eV. The hundredfold rise is the square law expected when the moment is linear in the shift. By that law the static strength equals the vibronic total of unsubstituted benzene at

\[
0.1\ \text{eV}\times\sqrt{1.85\times10^{-4}/6.8\times10^{-5}}\approx0.16\ \text{eV}.
\]

At 1.0 eV it is about 37 times larger. This strength needs no e\(_{2g}\) quantum, so its progression begins at the origin itself. The missing origin belongs to the symmetric molecule, and a ring with one substituent, or with like shifts at two para sites, should not be expected to show it. The pattern of substitution matters: equal shifts at positions 1, 3 and 5 leave the moment zero by symmetry, and opposite shifts at para sites nearly cancel. A site shift also leaves out the conjugation of a hydroxyl group with the ring, so these numbers are not those of a real resist. The values for the base model are in the numerical output.

## Values computed for the example and the checks

```
Bond length: 1.40 angstrom; CH mass: 13.0 amu
Nearest hopping: -2.40 eV; decay: 0.50 angstrom
Second-neighbour hopping: -0.309 eV
On-site repulsion: 11.0 eV
e2g bend, lower/upper: 600 / 520 cm^-1
e2g stretch: 1600 cm^-1; breathing: 950 cm^-1
Vertical B2u energy: 4.274 eV
Bright E1u energy: 6.925 eV
E1u-B2u gap: 2.650 eV
Bright E1u oscillator strength, both components: 1.559
B2u moment at D6h geometry: 5.2e-16 e angstrom
Bend moment slope: 0.08850 e/sqrt(amu)
Stretch moment slope: 0.05069 e/sqrt(amu)
Bend rms zero-point Q: 0.1676 angstrom sqrt(amu)
B2u-E1u coupling at rms Q: 39.536 meV
Bend slope share, bright E1u: 1.1410
Bend slope share, all E1u: 1.1311
Bend slope share, E2g mixed into ground: -0.1311
Bend slope share, moving orbitals: -0.0000
Borrowed f, bend pair: 1.646e-04
Borrowed f, stretch pair: 2.025e-05
Borrowed f, total: 1.848e-04
One-quantum fraction of bend strength: 0.9898
B2u energy slope with ring radius: -11.317 eV/angstrom
Breathing Huang-Rhys factor: 2.1001
Dark origin: 4.0172 eV = 308.63 nm
Bend + 0 breathing: 4.0817 eV, 303.76 nm, f=1.905e-05
Bend + 1 breathing: 4.1994 eV, 295.24 nm, f=4.115e-05
Bend + 2 breathing: 4.3172 eV, 287.18 nm, f=4.443e-05
Bend + 3 breathing: 4.4350 eV, 279.56 nm, f=3.195e-05
248 nm photon energy: 4.9994 eV
Weak-coupling intensity ratio, diagonalized: 1.0586
Weak-coupling intensity ratio, formula: 1.0586
Full-coupling line / first-order line: 1.0560
Full-coupling origin / line: 2.5e-20
Nonlinear / linear mean-square moment: 0.9993
Hot/cold bend line ratio at 300 K: 0.0563
Thermal gain of bend strength: 1.1193
Total borrowed f with decay 0.4 angstrom: 1.031e-04
Static f with 0.1 eV site shift: 6.838e-05
Static f with 1.0 eV site shift: 6.766e-03
```
